# The atomic Sternheimer factor R for a penetrating valence electron, part 1

(Sections cited here and not found follow in the second part.)

## The situation

A potassium atom excited to $4p_{3/2}$ shows hyperfine levels that do not follow the interval rule of a pure magnetic coupling. The deviation is described by the constant $B$, the product of the nuclear quadrupole moment $Q$ and the electric field gradient that the electrons produce at the nucleus. Spectroscopy gives $B$, and $Q$ follows only if the gradient is known. The simplest estimate assigns the whole gradient to the $4p$ electron, because the closed shells $1s^2 2s^2 2p^6 3s^2 3p^6$ are spherical. They are spherical only as long as nothing distorts them. The $4p$ electron is aspherical and passes through the core, the core deforms, and the deformed core adds its own gradient at the nucleus. The ratio of the true gradient to the bare valence gradient is written $1-R$. For a charge far outside the core the corresponding factor is $1-\gamma_\infty$. A valence electron that penetrates the core samples the distortion from inside and exchanges with the core electrons, so $R$ is a different number and has a part without a classical counterpart.

Hartree atomic units are used. The treatment is nonrelativistic, the nucleus is a point with a quadrupole moment, and one electron with orbital angular momentum $l_v\ge 1$ lies outside closed shells.

## The B constant of a bare valence electron

Let $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, so that $C^2_0=P_2(\cos\theta)$ and $\int |C^k_q|^2 d\Omega=4\pi/(2k+1)$. The Coulomb kernel is

$$\frac{1}{|\mathbf r_1-\mathbf r_2|}=\sum_k \frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^q C^k_q(\hat r_1)\,C^k_{-q}(\hat r_2).$$

Applied to the nuclear charge density $\rho_n(\mathbf s)$ and an electron of charge $-1$ outside it, the $k=2$ term gives

$$h_Q=-\sum_q(-1)^q Q_q\,\frac{C^2_{-q}(\hat r)}{r^3},\qquad Q_q=\int\rho_n\,s^2C^2_q\,d^3s .$$

The moment is defined as $Q=\int\rho_n(3z^2-s^2)\,d^3s$ in the state $m_I=I$. Since $s^2C^2_0=(3z^2-s^2)/2$, that state has $\langle Q_0\rangle=Q/2$, and the components $q\ne0$ have zero expectation value. The electron then feels $-(Q/2)\,t$ with

$$t=\frac{C^2_0(\hat r)}{r^3}.$$

Within fixed $I$ and $j$, the Wigner-Eckart theorem makes each rank-2 tensor proportional to $T_{ab}(\mathbf I)=\tfrac12(I_aI_b+I_bI_a)-\tfrac13\delta_{ab}\mathbf I^2$ and to the same form in $\mathbf j$. So $h_Q$ is proportional to $\sum_{ab}T_{ab}(\mathbf I)T_{ab}(\mathbf j)$. One has $\sum I_aI_bj_aj_b=(\mathbf I\cdot\mathbf j)^2$. Reversing the order of the two $j$ adds $\sum I_aI_b[j_b,j_a]=i\sum\epsilon_{bac}I_aI_bj_c=i(-i)\,\mathbf I\cdot\mathbf j=\mathbf I\cdot\mathbf j$, where $\sum\epsilon_{abc}I_aI_b=iI_c$ was used. Of the four products in the two symmetrized factors, two have equal order and two reversed order, so their average is $(\mathbf I\cdot\mathbf j)^2+\tfrac12\mathbf I\cdot\mathbf j$, and the trace terms contribute $-\tfrac13\mathbf I^2\mathbf j^2$. With $\mathbf I\cdot\mathbf j=K/2$ and $K=F(F+1)-I(I+1)-j(j+1)$ the sum is $\tfrac13[\tfrac34K(K+1)-I(I+1)j(j+1)]$. The constant $B$ is defined by the Casimir normalization

$$E_F=B\,\frac{\tfrac34K(K+1)-I(I+1)j(j+1)}{2I(2I-1)j(2j-1)} .$$

For the stretched state $F=I+j$, $K=2Ij$, and the numerator is $Ij\,[3Ij+\tfrac32-(I+1)(j+1)]=Ij\,[2Ij-I-j+\tfrac12]=\tfrac12Ij(2I-1)(2j-1)$. Hence $E=B/4$. The stretched state is the product $|II\rangle|jj\rangle$, whose energy is $-(Q/2)\langle jj|t|jj\rangle$, so

$$B=-2Q\,\langle jj|t|jj\rangle .$$

The angular factor follows from $|Y_{ll}|^2\propto(1-x^2)^l$ with $x=\cos\theta$. Integrating $\int x\cdot x(1-x^2)^l dx$ by parts gives $\int x^2(1-x^2)^l dx=\frac{1}{2l+2}\int(1-x^2)^{l+1}dx$, that is $\langle x^2\rangle=(1-\langle x^2\rangle)/(2l+2)$ and $\langle x^2\rangle=1/(2l+3)$. Then $\langle ll|C^2_0|ll\rangle=\tfrac12[3/(2l+3)-1]=-l/(2l+3)$. The $m$ dependence of a rank-2 diagonal element is $3m^2-l(l+1)$, which fixes

$$\langle lm|C^2_0|lm\rangle=\frac{l(l+1)-3m^2}{(2l-1)(2l+3)} .$$

For $j=l+\tfrac12$ the state $|jj\rangle$ is $|ll\rangle|\!\uparrow\rangle$, and $-l/(2l+3)=-(2j-1)/(4j+4)$. For $j=l-\tfrac12$ the state is orthogonal to $j_-|ll\uparrow\rangle\propto\sqrt{2l}\,|l,l-1,\uparrow\rangle+|ll\downarrow\rangle$, so it has weight $1/(2l+1)$ on $m=l-1$ and $2l/(2l+1)$ on $m=l$. For $m=l-1$ the numerator above is $-2l^2+7l-3=-(2l-1)(l-3)$. The weighted sum is

$$-\frac{(l-3)+2l^2}{(2l+1)(2l+3)}=-\frac{(2l+3)(l-1)}{(2l+1)(2l+3)}=-\frac{l-1}{2l+1},$$

which for $l=j+\tfrac12$ is again $-(2j-1)/(4j+4)$. The bare constant is therefore

$$B_0=\frac{2j-1}{2j+2}\,Q\,\langle r^{-3}\rangle_v ,$$

with prefactor $0.4$ for $j=3/2$ and zero for $j=1/2$. Numerical diagonalization of $h_Q$ in the product basis $|Im_I\rangle|jm_j\rangle$, for $I=3/2$ and the levels $p_{3/2}$, $d_{3/2}$, $d_{5/2}$, reproduced this $B_0$ and the Casimir levels.

## Reference orbitals and notation

All orbitals $u(r)Y_{lm}/r$, with real $u$, are eigenfunctions of the Hartree-Fock operator of the closed-shell ion, $F=h_0+\sum_c(J_c-K_c)$, where $h_0$ is kinetic energy plus $-Z/r$ and $c$ runs over core spin orbitals. The valence orbital, with radial function $v(r)$, is an unoccupied eigenfunction of this $F$. Two-electron integrals are $\langle ab|cd\rangle=\iint a^*(1)b^*(2)r_{12}^{-1}c(1)d(2)$ and $\langle ab\|cd\rangle=\langle ab|cd\rangle-\langle ab|dc\rangle$. The radial potential function is

$$y_k(ab;r)=\int_0^\infty a(r')b(r')\frac{r_<^k}{r_>^{k+1}}\,dr' ,$$

and its kernel is symmetric: $\int f\,y_k(g)\,dr=\int g\,y_k(f)\,dr$. Angular elements are

$$\langle l_1m_1|C^k_q|l_2m_2\rangle=(-1)^{l_1-m_1}\begin{pmatrix}l_1&k&l_2\\-m_1&q&m_2\end{pmatrix}\langle l_1\|k\|l_2\rangle,$$

$$\langle l_1\|k\|l_2\rangle=(-1)^{l_1}\sqrt{(2l_1+1)(2l_2+1)}\begin{pmatrix}l_1&k&l_2\\0&0&0\end{pmatrix},$$

and they vanish unless $l_1+k+l_2$ is even. On radial functions of angular momentum $l$, $F$ acts as

$$F_l\,p=\Big[-\tfrac12\tfrac{d^2}{dr^2}+\tfrac{l(l+1)}{2r^2}-\tfrac Zr+\sum_{\rm shells}2(2l_c+1)y_0(u_cu_c)\Big]p-\sum_{\rm shells}\sum_k(2l_c+1)\begin{pmatrix}l&k&l_c\\0&0&0\end{pmatrix}^2u_c\,y_k(u_cp).$$

The exchange coefficient is $\sum_{m_c}|\langle l_cm_c|C^k_q|lm\rangle|^2=\langle l_c\|k\|l\rangle^2/(2l+1)$, by the normalization of the $3j$ symbols.

## First derivation: the nuclear moment distorts the core

### The energy linear in Q

Write the Hamiltonian as $H_0+V+\lambda T$, with $H_0=\sum_iF(i)$, $V$ the true repulsion minus the Hartree-Fock potential, $T=\sum_it(i)$ and $\lambda=-Q/2$. The unperturbed state $\Phi$ is the determinant of the core and $v$. The first-order energy in $\lambda$ is $\langle v|t|v\rangle+\sum_c\langle c|t|c\rangle$, and the core sum vanishes because $\sum_m[l(l+1)-3m^2]=0$. The term linear in both $\lambda T$ and $V$ comes from the cross terms of second-order perturbation theory,

$$E^{(1,1)}=\lambda\sum_{\Phi'}\frac{\langle\Phi|T|\Phi'\rangle\langle\Phi'|V|\Phi\rangle+\text{c.c.}}{E_0-E'} .$$

$T$ is a one-body operator, so only single excitations $\Phi'$ occur. For them $\langle\Phi'|V|\Phi\rangle=\langle\Phi'|H_0+V|\Phi\rangle$, since $H_0$ is diagonal, and the Slater-Condon rules apply to the true Hamiltonian. For $v\to n$ the element is $\langle n|h_0|v\rangle+\sum_c\langle nc\|vc\rangle=\langle n|F|v\rangle=0$. For $c\to n$ it is $\langle n|F|c\rangle+\langle nv\|cv\rangle=\langle nv\|cv\rangle$. The Pauli principle excludes $n=v$, but $\langle vv\|cv\rangle=0$ by antisymmetry, so $n=v$ may be kept. With

$$|\delta c\rangle=-\sum_{n\notin\rm core}|n\rangle\frac{\langle n|t|c\rangle}{\varepsilon_n-\varepsilon_c}$$

and $\langle nv\|cv\rangle=\langle vn\|vc\rangle$, the energy per unit $\lambda$ is

$$\frac{E}{\lambda}=\langle v|t|v\rangle+\sum_c\big[\langle v\,\delta c\|v\,c\rangle+\langle v\,c\|v\,\delta c\rangle\big]\equiv\langle v|t|v\rangle(1-R).$$

The forbidden excitation $c\to v$ cancels between the direct and the exchange integral. It is present in each of them separately, so a direct-only calculation contains a Pauli-violating piece that only the exchange term removes.

The bracket is $\langle v|\delta F|v\rangle$, where $\delta F$ is the change of $\sum_c(J_c-K_c)$ under $c\to c+\lambda\,\delta c$, per unit $\lambda$. It depends on the core and on $t$, not on $v$. Both spins respond equally, so $\delta F$ is spin-independent, and because the core is spherical it transforms like $t$, as the zero component of a rank-2 tensor. Inside the shell $n_vl_v$ it is thus proportional to $C^2_0$, and $R$ is the same for every $m$ and for both $j$. Therefore

$$B=\frac{2j-1}{2j+2}\,Q\,\langle r^{-3}\rangle_v(1-R),\qquad Q=\frac{Q_0}{1-R},\qquad Q_0=\frac{(2j+2)B}{(2j-1)\langle r^{-3}\rangle_v}.$$

Positive $R$ is shielding and negative $R$ is antishielding.

### The radial equation

For $c=(nlm)$, $t$ conserves $m$ and spin and leads to $l'=l,\,l\pm2$. With $g_m=\langle l'm|C^2_0|lm\rangle$, which is real,

$$\delta c=-\sum_{l'}g_m\frac{w_{l'}(r)}{r}Y_{l'm},\qquad w_{l'}=\sum_{n'\notin\rm core}u_{n'l'}\frac{\int u_{n'l'}u_c\,r^{-3}dr}{\varepsilon_{n'l'}-\varepsilon_c}.$$

Applying $F_{l'}-\varepsilon_c$ cancels the denominators, and completeness turns the sum into a projector:

$$(F_{l'}-\varepsilon_c)\,w_{l'}=(1-P_{\rm core})\,\frac{u_c}{r^3},$$

with $w$ orthogonal to the occupied shells of angular momentum $l'$. The function $w$ does not depend on $m$. Channels with $l'=l$ are called radial, the others angular. The factor on the right is 1 in Hartree units; in Rydberg units the same source gives a $w$ half as large, and all angular coefficients below are doubled.

One may project out $u_c$ alone in place of all occupied shells. The extra terms mix two occupied orbitals $b$ and $c$. In the change of the density operator $\sum_c(|\delta c\rangle\langle c|+|c\rangle\langle\delta c|)$ the dyad $|b\rangle\langle c|$ then receives $t_{bc}/(\varepsilon_c-\varepsilon_b)$ from $|\delta c\rangle\langle c|$ and $t_{cb}^*/(\varepsilon_b-\varepsilon_c)=-t_{bc}/(\varepsilon_c-\varepsilon_b)$ from $|b\rangle\langle\delta b|$. These cancel, in the direct and in the exchange term alike, provided $b$ and $c$ are eigenfunctions of one Hermitian operator. The total $R$ is unchanged, but the division between, say, $2p\to p$ and $3p\to p$ depends on the choice.

### The direct part

The induced electron number density is $\delta\rho=\sum_c(c^*\delta c+c\,\delta c^*)$. The product $Y^*_{lm}Y_{l'm}$ is real, so the two terms are equal, and two spins give another factor 2:

$$\delta\rho=-4\sum_{c\to l'}\frac{u_cw}{r^2}\sum_mg_mY^*_{lm}Y_{l'm}.$$

The $m$ sum is axially symmetric. Its projection on $C^k_0$ is $\sum_mg_m\langle lm|C^k_0|l'm\rangle=\sum_m g_m\langle l'm|C^k_0|lm\rangle$, which by the orthogonality of the $3j$ symbols is $\delta_{k2}\langle l'\|2\|l\rangle^2/5$. Dividing by the norm $4\pi/5$,

$$\sum_mg_mY^*_{lm}Y_{l'm}=\frac{\langle l'\|2\|l\rangle^2}{4\pi}\,C^2_0 .$$

Inserting $\delta\rho$ into the Coulomb kernel, the angular integral selects $k=2$, $q=0$ and gives $4\pi/5$; the factor $r'^2$ of the volume element cancels $1/r'^2$. The induced potential energy of another electron is

$$\delta J=-\sum_{c\to l'}D\,y_2(u_cw;r)\,C^2_0,\qquad D=\tfrac45\langle l'\|2\|l\rangle^2 .$$

Dividing $-\langle v|\delta J|v\rangle$ by $\langle v|t|v\rangle$ removes the common factor $\langle C^2_0\rangle$:

$$R_D=\frac{1}{\langle r^{-3}\rangle_v}\sum_{c\to l'}D\int v^2\,y_2(u_cw)\,dr .$$

Writing $\delta J=-\gamma(r)\,t$ defines a local shielding function,

$$\gamma(r)=\sum D\Big[\int_0^ru_cw\,r'^2dr'+r^5\int_r^\infty u_cw\,r'^{-3}dr'\Big],\qquad R_D=\frac{\langle\gamma(r)\,r^{-3}\rangle_v}{\langle r^{-3}\rangle_v}.$$

The first term is the induced moment inside $r$, in units of $Q$ and with reversed sign; the second is the field of the induced charge outside $r$. At the origin $\gamma$ vanishes. The worst case is $s\to d$, where the source behaves as $r^{-2}$, the centrifugal term $3w/r^2$ balances it with constant $w$, $uw\propto r$, and both terms go as $r^4$. At large $r$ the second term dies and $\gamma\to\gamma_\infty=\sum D\int u_cw\,r^2dr$. A valence orbital that lies wholly outside the core has $R_D=\gamma_\infty$.

### The exchange part

For a core orbital with the spin of $v$, the exchange terms are $-\langle v\,\delta c|c\,v\rangle-\langle v\,c|\delta c\,v\rangle$. There is no factor 2 for spin. In the second term electron 1 carries $v^*\delta c$ and electron 2 carries $c^*v$. With $\delta c=-g\,wY/r$ and the Coulomb expansion,

$$-\sum_\mu\langle v\,c|\delta c\,v\rangle=+\sum_{l',k}\int v\,w\,y_k(u_cv)\,dr\;\sum_\mu(-1)^q\langle vm|C^k_{-q}|l'\mu\rangle\langle l'\mu|C^2_0|l\mu\rangle\langle l\mu|C^k_q|vm\rangle,$$

with $q=\mu-m$. It pays to evaluate the chain for general end states $a$ and $c$ and intermediate momenta $l_1,l_2$:

$$\Sigma=\sum_\mu(-1)^q\langle l_am|C^k_{-q}|l_1\mu\rangle\langle l_1\mu|C^2_0|l_2\mu\rangle\langle l_2\mu|C^k_q|l_cm\rangle .$$

The Wigner-Eckart phases multiply to $(-1)^{q+l_a-m+l_1+l_2-2\mu}$. Each $3j$ symbol has an even sum of angular momenta, so its columns may be permuted without a sign, and the three symbols are

$$\begin{pmatrix}l_a&l_1&k\\-m&\mu&-q\end{pmatrix}\begin{pmatrix}l_2&l_c&k\\-\mu&m&q\end{pmatrix}\begin{pmatrix}l_2&l_1&2\\\mu&-\mu&0\end{pmatrix}.$$

The relation that defines the $6j$ symbol through three $3j$ symbols is

$$\sum_{\mu_i}(-1)^{L_1+L_2+L_3+\mu_1+\mu_2+\mu_3}\begin{pmatrix}j_1&L_2&L_3\\m_1&\mu_2&-\mu_3\end{pmatrix}\begin{pmatrix}L_1&j_2&L_3\\-\mu_1&m_2&\mu_3\end{pmatrix}\begin{pmatrix}L_1&L_2&j_3\\\mu_1&-\mu_2&m_3\end{pmatrix}=\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}\begin{Bmatrix}j_1&j_2&j_3\\L_1&L_2&L_3\end{Bmatrix}.$$

It applies with $(j_1,j_2,j_3)=(l_a,l_c,2)$, $(m_1,m_2,m_3)=(-m,m,0)$, $(L_1,L_2,L_3)=(l_2,l_1,k)$, $\mu_1=\mu_2=\mu$, $\mu_3=q$. Its phase is $(-1)^{l_1+l_2+k+q}$, so the phase of $\Sigma$ differs from it by $(-1)^{k}(-1)^{l_a-m}$. The factor $(-1)^{l_a-m}$ and the remaining $3j$ symbol rebuild $\langle l_am|C^2_0|l_cm\rangle/\langle l_a\|2\|l_c\rangle$. Thus $\Sigma=Y\,\langle l_am|C^2_0|l_cm\rangle$ with

$$Y(l_a,l_1,l_2,l_c;k)=(-1)^k\begin{Bmatrix}l_a&l_c&2\\l_2&l_1&k\end{Bmatrix}\frac{\langle l_a\|k\|l_1\rangle\langle l_1\|2\|l_2\rangle\langle l_2\|k\|l_c\rangle}{\langle l_a\|2\|l_c\rangle}.$$

The first exchange term is the complex conjugate of the second, and the second is real, so they are equal. With $X_k=2Y(l_v,l',l,l_v;k)$ the exchange energy is $+\sum X_k\int v\,w\,y_k(u_cv)dr\,\langle C^2_0\rangle$, and since $R$ is minus the induced energy over the bare one,

$$R_E=-\frac1{\langle r^{-3}\rangle_v}\sum_{c\to l'}\sum_kX_k\int v\,w\,y_k(u_cv)\,dr,\qquad R=R_D+R_E .$$

For a $p$ electron outside $s$ and $p$ shells the coefficients are:

| channel | $D$ | $X_k$ |
|---|---|---|
| $s\to d$ | 4/5 | $X_1=2/3$ |
| $p\to p$ | 24/25 | $X_0=2$, $X_2=2/25$ |
| $p\to f$ | 36/25 | $X_2=18/25$ |

The formulas for $D$ and $Y$ were checked against explicit $m$ sums of matrix elements obtained by quadrature on the sphere. $R_E$ needs overlap of $v$ with both $u_c$ and $w$, so it vanishes for a non-penetrating orbital, and then $R=\gamma_\infty$.

### Self-consistent response

The potential $\delta F$ acts on the core electrons too. Let the ion be solved self-consistently with $h_0+\lambda t$, to first order in $\lambda$. Expanding $(F+\lambda t+\lambda\,\delta F)(c+\lambda\,\delta c)=(\varepsilon_c+\lambda\,\delta\varepsilon_c)(c+\lambda\,\delta c)$ to first order and projecting on an unoccupied $n$ gives $(\varepsilon_n-\varepsilon_c)\langle n|\delta c\rangle=-\langle n|t+\delta F|c\rangle$. The direct part of $\delta F$ is $\delta J$. The two exchange terms from a shell $b$ are no longer equal between different end states. The term $-\langle n\,b|\delta b\,c\rangle$ has $n^*\delta b$ on electron 1 and gives the chain $l'\to l_b'\to l_b\to l_c$. The term $-\langle n\,\delta b|b\,c\rangle$ has $n^*b$ on electron 1 and gives $l'\to l_b\to l_b'\to l_c$. Every term carries the factor $\langle l'm|C^2_0|l_cm\rangle$, so the form of $\delta c$ is kept and only the source changes: $(F_{l'}-\varepsilon_c)w=(1-P_{\rm core})S$ with

$$S=\frac{u_c}{r^3}-\sum_{b\to l_b'}D\,y_2(u_bw_b)\,u_c+\sum_{b\to l_b'}\sum_k\big[Y(l',l_b',l_b,l_c;k)\,w_b\,y_k(u_bu_c)+Y(l',l_b,l_b',l_c;k)\,u_b\,y_k(w_bu_c)\big].$$

The expressions for $R_D$ and $R_E$ hold with these coupled $w$. For the unoccupied eigenvalue $\varepsilon_v(\lambda)$ of the self-consistent ion, first-order perturbation theory for a Hermitian operator gives $d\varepsilon_v/d\lambda=\langle v|t+\delta F|v\rangle$; the degeneracy in $m$ does no harm because the perturbation is diagonal in $m$. Hence

$$1-R_{\rm coupled}=\frac{d\varepsilon_v/d\lambda}{\langle v|t|v\rangle}.$$

## Second derivation: the valence electron distorts the core

Now the nuclear moment is left out of the wave function altogether. Since $B=-2Q\langle T\rangle$ in the state $|jj\rangle$, it is enough to find the expectation value of $T=\sum_it(i)$, which is half the field gradient with reversed sign, in the electronic state of the atom without $Q$.

### Core orbitals in the field of v

Start from the self-consistent ion and add the electron $v$. Each core orbital now obeys a Hartree-Fock equation with the extra operator $J_v-K_v$. To first order in it, and leaving the core-core potential frozen,

$$|\Delta c\rangle=-\sum_{n\notin\rm core}|n\rangle\frac{\langle nv\|cv\rangle}{\varepsilon_n-\varepsilon_c}.$$

Mixing among occupied orbitals leaves the determinant unchanged and is dropped. The orbital $v$ stays as it is at this order, for two reasons: $(J_v-K_v)v=0$, and $\langle v|\Delta c\rangle\propto\langle vv\|cv\rangle=0$, so orthogonality forces no change. Then

$$\langle T\rangle=\langle v|t|v\rangle+\sum_c\big[\langle c|t|\Delta c\rangle+\text{c.c.}\big].$$

The core sum is linear in the valence density operator $|v\rangle\langle v|$, and the map from that operator to the sum commutes with rotations and ignores spin labels after the sum over core spins. It is therefore the expectation value in $v$ of a spin-free rank-2 operator, and its ratio to $\langle v|t|v\rangle$ can be found from one convenient state. Take a $p$ electron with $m=0$, for which $\langle10|C^2_0|10\rangle=2/5$.

The operator $J_v-K_v$ is axially symmetric and conserves $\mu$, the projection of the core orbital. For a $p$ electron it reaches only $l'=l,\,l\pm2$: $J_v$ has $k=0,2$, and in $K_v$ both $l$ and $l'$ couple to $l_v=1$ through the same $k$. These are the channels that $\langle c|t|n\rangle=g_\mu\int u_cu_nr^{-3}dr$ connects. From the Coulomb expansion,

$$\langle n|J_v|c\rangle=\sum_k\langle10|C^k_0|10\rangle\langle l'\mu|C^k_0|l\mu\rangle\int u_nu_c\,y_k(vv)\,dr,$$

$$\langle n|K_v|c\rangle=\sum_k\langle l'\mu|C^k_\mu|10\rangle\langle l\mu|C^k_\mu|10\rangle\int u_nv\,y_k(vu_c)\,dr .$$

In the second line electron 1 carries $n^*v$ and electron 2 carries $v^*c$, and $(-1)^\mu\langle10|C^k_{-\mu}|l\mu\rangle=\langle l\mu|C^k_\mu|10\rangle^*$ was used, which follows from $C^{k*}_q=(-1)^qC^k_{-q}$; the elements are real.

The first derivation has given $R=R_D+R_E$ in uncoupled and self-consistent form, and the second has been set up as far as the matrix elements of $J_v$ and $K_v$. It remains to carry out the angular sums, show that the two derivations agree, compare their assumptions, and apply the result to a solvable case and to potassium $4p$.
